# Copper Ion Depletion in a Conformally Plated Trench

## Problem

A long trench of width \(w=50\) nm and depth \(h=200\) nm is plated with copper from an acid sulfate bath. The current density is \(i=10\) mA/cm² on every metal surface: the two side walls, the floor and the flat field around the trench. It is counted per area of real metal, not per projected area of the wafer. Each deposited atom takes two electrons, and no current goes into other reactions.

The following values are rough but typical: diffusion coefficient of Cu²⁺ \(D=5\times10^{-6}\) cm²/s, bulk copper concentration 250 mM, acid concentration 1800 mM, and a diffusion boundary layer of thickness \(\delta=30\) µm above the wafer. The temperature is 298.15 K.

(a) How far does the Cu²⁺ concentration fall from the mouth of the trench to its floor?

(b) How far is the floor below the bulk bath, for an isolated trench and for a dense array?

(c) Do reaction kinetics and the electric field in the liquid change the answer to (a)?

(d) What happens as the trench fills?

## Solution

### (a) From the mouth to the floor

**The ion flux.** Two electrons per ion give a molar flux into the metal

\[
N=\frac{i}{2F}=\frac{10^{-2}\ \text{A/cm}^2}{2\times 96485\ \text{C/mol}}
=5.18\times10^{-8}\ \text{mol/(cm}^2\,\text{s)} .
\]

Only the ratio \(N/D\) enters below. It is \(1.036\times10^{-2}\) mol/cm⁴. Since 1 mol/cm³ is \(10^6\) mM and 1 cm is \(10^7\) nm,

\[
\frac{N}{D}=1.036\times10^{-3}\ \text{mM/nm}.
\]

This is the concentration gradient at any plated surface.

**Averaging over the width.** Let \(s\) be the height above the floor and \(x\) the distance from the midplane. For steady diffusion without migration, the concentration obeys

\[
\frac{\partial^2c}{\partial x^2}+\frac{\partial^2c}{\partial s^2}=0 .
\]

The diffusive flux is \(-D\nabla c\). At the wall \(x=+w/2\), ions move towards positive \(x\), so \(\partial c/\partial x=-N/D\). At \(x=-w/2\) they move the other way, so \(\partial c/\partial x=+N/D\). At the floor they move towards negative \(s\), so \(\partial c/\partial s=+N/D\).

Define the average \(\bar c(s)=w^{-1}\int_{-w/2}^{w/2}c\,dx\). Integrating the diffusion equation over \(x\) gives

\[
w\,\bar c''=-\left[\frac{\partial c}{\partial x}\right]_{-w/2}^{+w/2}
=-\left(-\frac ND-\frac ND\right)=\frac{2N}{D}.
\]

One integration from the floor, where \(\bar c'(0)=N/D\), and then a second give

\[
\bar c'(s)=\frac ND\left(1+\frac{2s}{w}\right),\qquad
\bar c(s)-\bar c(0)=\frac ND\left(s+\frac{s^2}{w}\right).
\]

At the mouth, \(s=h\), and the drop is

\[
\boxed{\;\Delta c=\frac ND\left(h+\frac{h^2}{w}\right)=\frac{N\,h\,(h+w)}{D\,w}\;}
\]

No assumption was made about the profile across the mouth. For uniform wall flux the result therefore holds for the width average however the ions arrive from outside.

The first term supplies the floor and the second supplies the side walls:

\[
\frac{Nh}{D}=1.036\times10^{-3}\times200=0.207\ \text{mM},
\]
\[
\frac{Nh^2}{Dw}=1.036\times10^{-3}\times\frac{200^2}{50}=0.829\ \text{mM}.
\]

Together they give \(\Delta c=1.04\) mM. The side walls dominate by the factor \(h/w=4\). In a wide, shallow trench the floor term would remain, and in a deep, narrow one the drop would grow as \(h^2/w\). The flux density through the mouth is \(1+2h/w=9\) times the wall flux, but it has only 200 nm to travel, which keeps the drop small.

**Variation across the trench.** Away from the mouth the local solution is

\[
c=\text{const}+\frac ND\left(s+\frac{s^2-x^2}{w}\right).
\]

Its second derivatives, \(2N/(Dw)\) and \(-2N/(Dw)\), cancel, and its slopes at the walls and floor are those required. There the midplane exceeds the wall by \(Nw/(4D)=0.013\) mM. Close to the mouth the difference changes sign, because ions converge from the sides, and it reaches a few hundredths of a millimolar. Both values are small compared with the drop along the trench, so one number per height describes it well.

A two-dimensional numerical solution that includes the liquid above the wafer also gives a mouth-to-floor drop of 1.036 mM.

### (b) From the bulk bath to the floor

**Flat wafer.** Across the boundary layer the gradient \(N/D\) acts over 30 000 nm:

\[
\frac{N\delta}{D}=1.036\times10^{-3}\times30\,000=31.1\ \text{mM}.
\]

The concentration at a flat surface is thus \(250-31.1=218.9\) mM. The drop inside the trench is 0.47 % of this value.

**Isolated trench.** The mouth carries \(N(w+2h)\) per unit length of trench, whereas flat metal of the same width would take \(Nw\). The excess, \(Q=2hN\), must converge on the mouth from the surrounding liquid and causes an additional deficit \(g\).

The neighbouring field already takes its fixed flux \(N\), so \(g\) has zero normal derivative there. It also vanishes at height \(z=\delta\), where the bath is mixed. With \(\zeta=x+iz\), a line sink at the origin gives

\[
g=\frac{Q}{\pi D}\ln\left|\coth\frac{\pi\zeta}{4\delta}\right| .
\]

This meets all the requirements:

- It is the logarithm of the modulus of an analytic function, so it satisfies the diffusion equation.
- It is even in \(z\), so its normal derivative vanishes on the surface away from the sink.
- At \(z=\delta\) the argument is \(\alpha+i\pi/4\) with \(\alpha\) real. There \(|\cosh|^2=\sinh^2\alpha+\cos^2(\pi/4)\) equals \(|\sinh|^2=\sinh^2\alpha+\sin^2(\pi/4)\), and the logarithm is zero.
- Near the origin \(g\approx(Q/\pi D)\ln(4\delta/\pi r)\). The flux density \(Q/(\pi r)\) through a half circle of length \(\pi r\) then adds up to \(Q\).

The mouth is a strip, not a line. If the excess is spread uniformly over it, \(\ln r\) must be averaged over pairs of points in the strip. Their separation \(u\) has the probability density \(2(w-u)/w^2\), so with \(u=wt\)

\[
\langle\ln u\rangle=\ln w+2\int_0^1(1-t)\ln t\,dt
=\ln w+2\left(-1+\tfrac14\right)=\ln w-\tfrac32 .
\]

For \(\delta\gg w\) the mean deficit at the mouth is therefore

\[
\Delta c_{\text{mouth}}=\frac{2hN}{\pi D}\left[\ln\frac{4\delta}{\pi w}+\frac32\right]
=0.132\times(6.64+1.50)=1.07\ \text{mM}.
\]

The uniform spread is an approximation. For a thinner layer of 1000 nm the formula gives 0.625 mM and the two-dimensional solution, on a 5 nm grid, 0.624 mM. This close agreement is partly an effect of the grid and of the computational cell, which repeats the trench every 4000 nm. The converged value is 0.619 mM for that cell and 0.618 mM for a truly isolated trench, so the formula is about one per cent too high.

The floor of the isolated trench lies \(31.1+1.07+1.04=33.2\) mM below the bulk. A depletion of about one millimolar is thus a statement about the trench interior. It is not the total depletion relative to the bath.

**Dense array.** With one trench per pitch \(p=100\) nm, each pitch contains a metal length \(p+2h\) in cross-section. The flux through the boundary layer is then larger by

\[
1+\frac{2h}{p}=5,
\]

and the layer drop becomes 155.5 mM. At the same local current density the drop inside each trench is still 1.04 mM, and the convergence of the flux on each mouth adds 0.05 mM, so the floor lies \(155.46+0.05+1.04=156.55\) mM below the bulk.

If the 10 mA/cm² were instead counted per projected wafer area, the local flux in this array would be five times smaller. The drop inside the trench would be 0.21 mM, and the layer drop would return to 31.1 mM.

### (c) Kinetics and electric field

**Reaction kinetics.** Uniform flux was assumed, although a lower concentration slows the reaction. Suppose that the rate is proportional to the local concentration. The floor current is then lower than that at the mouth by about \(\Delta c/c\), which is half a per cent.

A two-dimensional solution with this rate law bears this out. It was made for the 100 nm array, with 218.9 mM held fixed 200 nm above the field and the rate set to give \(N\) at that concentration. The floor current is 0.47 % below the mouth value, and the drop is 1.027 mM. With only the 94.5 mM that the boundary layer in (b) leaves above such an array at the same local current, the floor current would be about 1.1 % below the mouth value. Diffusion therefore does not upset conformal growth in the open trench under this rate law.

**Migration.** The field in the liquid also drives copper ions. Let \(\varphi\) be the electric potential in units of \(RT/F=25.69\) mV, \(a\) the concentration of H⁺ and \(b\) that of the anion. The anion is taken to be HSO₄⁻ throughout. As a further simplification, \(a\) is set equal to the acid concentration, although sulfate from the copper salt would bind some of the H⁺. Neither H⁺ nor HSO₄⁻ is consumed, so in the steady state their diffusion and migration balance:

\[
\nabla a+a\nabla\varphi=0,\qquad \nabla b-b\nabla\varphi=0 .
\]

Neutrality requires \(b=2c+a\). Taking its gradient and inserting the two balances gives

\[
(2c+a)\nabla\varphi=2\nabla c-a\nabla\varphi
\quad\Longrightarrow\quad
\nabla\varphi=\frac{\nabla c}{c+a}.
\]

The copper flux density, for charge number 2, is then

\[
\mathbf J=-D\left(\nabla c+2c\nabla\varphi\right)
=-D\left(1+\frac{2c}{c+a}\right)\nabla c .
\]

The potential falls towards the floor and pulls positive ions inwards, so a smaller concentration gradient suffices. With \(c=218.9\) mM and \(a=1800\) mM the bracket is 1.217. Because \(c\) changes by less than one per cent in the trench, the bracket is nearly constant and simply divides the earlier result:

\[
\Delta c=\frac{1.036}{1.217}=0.85\ \text{mM}.
\]

The potential difference along the trench is \(25.69\ \text{mV}\times0.852/2018.9=10.8\) µV. This is tiny compared with the thermal voltage, so it barely affects an electrode reaction whose rate changes on that voltage scale.

The value 0.85 mM depends on the assumed ions. If all sulfate is HSO₄⁻ and the sulfate of the copper salt binds its share of H⁺, then \(a=1800-c\), the bracket is 1.243 and the drop 0.83 mM. If all sulfate is SO₄²⁻, the same steps give the bracket \(1+4c/(4c+10\,800)=1.075\) and a drop of 0.96 mM, with a potential difference of about 4 µV. Partial dissociation gives values between these limits. The correction is also weaker where copper is depleted: above the dense array the model used here gives about 0.93 mM.

Migration also reduces the drops outside the trench, so the values in (b) are diffusion-only estimates.

### (d) The filling trench

**Growth and relaxation.** With molar mass 63.55 g/mol and density 8.96 g/cm³, the metal surface advances at

\[
v=N\,\frac{63.55}{8.96}\ \frac{\text{cm}^3}{\text{mol}}=3.68\ \text{nm/s}.
\]

Both walls advance, so the open width is \(w(t)=w-2vt\), and the trench closes after \(50/(2\times3.68)=6.8\) s. The floor and the field rise together, which leaves the depth at 200 nm if rounding of the upper corners is ignored.

The slowest diffusion mode has zero slope at the floor and zero value at the mouth. It is \(\cos(\pi s/2h)\), and it decays in the time

\[
\tau=\frac{4h^2}{\pi^2D}=32\ \text{µs}.
\]

The profile inside the trench therefore follows the instantaneous width, and \(\Delta c\) can be evaluated with \(w(t)\).

The boundary layer outside is much slower. Its relaxation time is \(4\delta^2/(\pi^2D)=0.73\) s. If the current is switched on in a uniform bath, the drop across the layer of a flat wafer reaches 90 % of its steady value only after about 1.5 s, when the opening has already narrowed to about 39 nm. The totals in (b) are thus steady-state estimates for a fixed geometry, not values reached at the start of filling.

**Displaced liquid.** The liquid area below height \(s\) shrinks at the rate \(2vs\), measured from the rising floor. The liquid leaves upwards with speed \(u=2vs/w\). Compared with diffusion over the depth, its effect is measured by

\[
\frac{u(h)\,h}{D}=\frac{2vh^2}{wD}=1.2\times10^{-5},
\]

which is negligible at the start. A time-dependent solution with narrowing and displacement, at fixed mouth concentration, gives 4.353 mM when the opening has shrunk to 10 nm. The steady formula gives the same value.

**When the estimate stops being about one millimolar.** The drop has doubled when \((h+w')/w'=2(h+w)/w=10\), so \(w'=h/9=22.2\) nm. This happens after 56 % of the filling time. Measured against the 94.5 mM left above the dense array, the drop reaches 10 % at an opening of 4.5 nm. It reaches 10 % of the flat-wafer surface concentration at an opening of only 1.9 nm.

That opening is about ten Debye lengths. With a rough relative permittivity of 78 for the liquid, the Debye length is \(\sqrt{\varepsilon RT/(F^2\sum_k z_k^2c_k)}=0.19\) nm, where \(\varepsilon\) is the permittivity and the sum runs over Cu²⁺, H⁺ and HSO₄⁻ with charge numbers \(z_k\) and concentrations \(c_k\). This length is shorter than the mean distance between ions, about 0.7 nm, so the formula, which is meant for dilute solutions, gives only a rough scale here. In an opening only a few ion spacings wide, a description by bulk diffusion in neutral liquid is doubtful, and the divergence of the formula at closure should not be taken literally.

## A few cases

All rows have \(h=200\) nm. The local current density is 10 mA/cm² except in the third row, and in the last row it applies as an average over the trench surfaces. Migration is included only in the second row.

| Case | Open width (nm) | Mouth-to-floor drop (mM) |
|---|---:|---:|
| Open trench | 50 | 1.04 |
| With migration | 50 | 0.85 |
| Current per projected area, 100 nm pitch | 50 | 0.21 |
| Half filled in width | 25 | 1.87 |
| Nearly closed | 10 | 4.35 |
| Same total current, all at the floor | 50 | 1.87 |

The last row bounds the effect of redistributing a fixed trench current. If the floor takes everything, the flux density \(9N\) persists down the whole depth, and the drop is \(9Nh/D=9\times0.207=1.87\) mM. Any other distribution sends less flux, or at most the same, through each height.

## Relation to real copper plating

The chosen width, current density and bath represent damascene copper plating, in which trenches in an insulator are filled to form wiring. The boundary-layer thickness depends strongly on stirring, and \(D\) depends on bath composition and temperature. The drop inside the trench varies as \(1/D\), so its second digit carries little weight.

The assumption that real processes deliberately break is conformal growth: organic additives are used to make the floor grow faster than the side walls. At fixed total trench current this can raise the diffusion-only drop from 1.04 to at most 1.87 mM at the initial width. If the additives also raise the total current, the drop for a given distribution over the surfaces rises in proportion. For the open trench treated here, the copper supply is limited far more by the boundary layer than by the trench itself. The program lists the values used.

## Numbers as computed

```
trench width: 50 nm
trench depth: 200 nm
current density on metal: 10 mA/cm2
diffusion coefficient (rough): 5.0e-06 cm2/s
bulk copper (rough): 250 mM
acid (rough): 1800 mM
boundary layer (rough): 30 um
temperature: 298.15 K
Faraday constant: 96485.3 C/mol
ion flux N: 5.182e-08 mol/(cm2 s)
N/D: 1.0364e-03 mM/nm
mouth flux over wall flux: 9.0
drop from side-wall demand: 0.829 mM
drop from floor demand: 0.207 mM
MAIN RESULT drop mouth to floor: 1.036 mM
same drop, two-dimensional solution: 1.036 mM
centre-to-wall difference: 0.0130 mM
flat-wafer boundary-layer drop: 31.1 mM
flat-wafer surface concentration: 218.9 mM
trench drop / surface concentration: 0.47 %
isolated mouth below flat surface: 1.07 mM
test layer thickness: 1000 nm
mouth depression there, formula: 0.625 mM
mouth depression there, solution: 0.624 mM
dense-array pitch: 100 nm
dense-array area factor: 5.0
dense-array layer drop: 155.5 mM
trench drop if i is per projected area: 0.207 mM
floor current loss, first-order rate: 0.47 %
trench drop, first-order rate: 1.027 mM
migration factor: 1.217
trench drop with migration: 0.852 mM
trench drop with migration, no acid: 0.345 mM
potential drop in trench: 10.8 uV
thermal voltage: 25.69 mV
Debye length: 0.193 nm
copper molar mass: 63.55 g/mol
copper density: 8.96 g/cm3
growth speed: 3.68 nm/s
time to close: 6.80 s
diffusion relaxation time: 32.4 us
Peclet number of displaced liquid: 1.2e-05
drop at 25 nm open width: 1.87 mM
drop at 10 nm, formula: 4.353 mM
drop at 10 nm, time-dependent: 4.353 mM
open width when drop has doubled: 22.2 nm
share of filling time by then: 56 %
open width when drop is 10 % of surface: 1.91 nm
```
